# Diffusion-Controlled Growth of a Sphere from Zero Radius

A precipitate nucleates in a large solid matrix that holds more solute than it can keep in equilibrium. Solute diffuses to the precipitate, which grows as a sphere of radius $R(t)$ with $R(0)=0$. The problem is to find $R(t)$ and the solute field around it.

The model makes these assumptions. The precipitate has a fixed, uniform solute concentration $c_p$. The matrix starts at concentration $c_\infty$ and keeps this value far away. At the interface the matrix has the equilibrium value $c_i$, with $c_i<c_\infty<c_p$. The diffusivity $D$ is constant, and the transformation causes no volume change, so the matrix doesn't flow. Surface tension, slow interface reactions, strain and neighbouring particles are left out at first; part (h) sizes several of these. The spherical shape is assumed; part (h) notes where it can become unstable.

## (a) The moving-boundary problem

**Write the equation for the matrix concentration $c(r,t)$ and the condition that fixes the speed of the interface.**

The outward flux is $j=-D\,\partial c/\partial r$. A shell between $r$ and $r+dr$ gains solute at the rate $-\partial_r(4\pi r^2 j)\,dr$, and this equals $4\pi r^2\,\partial_t c\,dr$. Dividing by $4\pi r^2dr$ gives

$$\frac{\partial c}{\partial t}=\frac{D}{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial c}{\partial r}\right)=D\left(\frac{\partial^2c}{\partial r^2}+\frac2r\frac{\partial c}{\partial r}\right),\qquad r>R(t).$$

The conditions are $c(R,t)=c_i$, $c(\infty,t)=c_\infty$ and $c(r,0)=c_\infty$.

In a time $dt$ the interface sweeps the volume $4\pi R^2dR$ and converts matrix at $c_i$ into precipitate at $c_p$. This needs an amount $(c_p-c_i)4\pi R^2dR$ of solute. The supply is the inward flux $+D\,\partial_rc$ times $4\pi R^2dt$; nothing arrives from the uniform interior. Hence

$$(c_p-c_i)\frac{dR}{dt}=D\left.\frac{\partial c}{\partial r}\right|_{r=R}.$$

The gradient is positive because the concentration rises away from the sphere, so the sphere grows. If the precipitate is instead poor in solute, with $c_p<c_\infty<c_i$, all concentration differences change sign and the same equations hold.

## (b) Reduction to one variable

**Show that the problem admits a field depending on $r$ and $t$ through $\eta=r/\sqrt{Dt}$ alone, and find its equation.**

The data contain concentrations and $D$, but no length and no time. The one length available at time $t$ is $\sqrt{Dt}$, which suggests $c=c(\eta)$. With a prime for $d/d\eta$,

$$\frac{\partial c}{\partial t}=-\frac{\eta}{2t}c',\qquad \frac{\partial c}{\partial r}=\frac{c'}{\sqrt{Dt}},\qquad \frac{\partial^2c}{\partial r^2}=\frac{c''}{Dt}.$$

Inserting these, with $r=\eta\sqrt{Dt}$, and multiplying by $t$ gives an equation free of $r$ and $t$:

$$c''+\left(\frac2\eta+\frac\eta2\right)c'=0.$$

The interface must sit at a fixed value of $\eta$, since $c=c_i$ there at all times. Call it $\lambda$:

$$R(t)=\lambda\sqrt{Dt}.$$

At fixed $r>0$ the limit $t\to0$ sends $\eta$ to infinity, as does $r\to\infty$ at fixed $t$. The initial and far-field conditions thus merge into $c(\eta\to\infty)=c_\infty$. A nonzero starting radius would supply a length and spoil this reduction.

## (c) The solute field

**Solve for $c(\eta)$ in terms of $\lambda$.**

The equation is first order in $c'$:

$$\frac{d\ln c'}{d\eta}=-\frac2\eta-\frac\eta2
\quad\Rightarrow\quad c'=A\,\frac{e^{-\eta^2/4}}{\eta^2}.$$

Integrating inward from infinity gives $c=c_\infty-AF(\eta)$, where

$$F(\eta)=\int_\eta^\infty\frac{e^{-s^2/4}}{s^2}\,ds.$$

Integrate by parts, using $s^{-2}=d(-1/s)/ds$ and $d(e^{-s^2/4})/ds=-(s/2)e^{-s^2/4}$:

$$F(\eta)=\frac{e^{-\eta^2/4}}{\eta}-\frac12\int_\eta^\infty e^{-s^2/4}ds
=\frac{e^{-\eta^2/4}}{\eta}-\frac{\sqrt\pi}{2}\,\mathrm{erfc}\!\left(\frac\eta2\right).$$

The last step uses $s=2q$ and $\mathrm{erfc}(x)=(2/\sqrt\pi)\int_x^\infty e^{-q^2}dq$. The interface condition $c(\lambda)=c_i$ gives $A=(c_\infty-c_i)/F(\lambda)$, so

$$c=c_\infty-(c_\infty-c_i)\frac{F(\eta)}{F(\lambda)}.$$

## (d) The growth constant

**Define the dimensionless supersaturation $S=(c_\infty-c_i)/(c_p-c_i)$. Find the equation for $\lambda$, and show for which $S$ it has a solution.**

From $R=\lambda\sqrt{Dt}$ follows $dR/dt=\tfrac12\lambda\sqrt{D/t}$. The gradient at the interface is $c'(\lambda)/\sqrt{Dt}$. In the interface balance the common factor $\sqrt{D/t}$ cancels:

$$(c_p-c_i)\frac\lambda2=c'(\lambda)=\frac{c_\infty-c_i}{F(\lambda)}\frac{e^{-\lambda^2/4}}{\lambda^2}.$$

Solving for $S$ and then inserting $F$ gives

$$S=\frac{\lambda^3}{2}e^{\lambda^2/4}F(\lambda)
=\frac{\lambda^2}{2}\left[1-\frac{\sqrt\pi}{2}\lambda\,e^{\lambda^2/4}\,\mathrm{erfc}\!\left(\frac\lambda2\right)\right].$$

This is Frank's solution: within the model, no approximation has been made.

To count the roots, put $w=(s^2-\lambda^2)/4$ in the integral for $F$. Then $ds=2\,dw/s$, $e^{\lambda^2/4}e^{-s^2/4}=e^{-w}$ and $s=\lambda\sqrt{1+4w/\lambda^2}$, so

$$S=\lambda^3\int_0^\infty\frac{e^{-w}}{s^3}dw=\int_0^\infty e^{-w}\left(1+\frac{4w}{\lambda^2}\right)^{-3/2}dw.$$

For each $w>0$ the integrand increases with $\lambda$, from 0 as $\lambda\to0$ to $e^{-w}$ as $\lambda\to\infty$. Hence $S$ increases strictly from 0 to 1, and each $S$ between 0 and 1 has one positive root $\lambda$. For $S\ge1$ there is none. The matrix then already holds at least as much solute as the precipitate, and diffusion to the interface no longer sets a finite growth constant.

Near $S=1$, $\lambda$ is large and $(1+4w/\lambda^2)^{-3/2}\approx1-6w/\lambda^2$. Since $\int_0^\infty we^{-w}dw=1$,

$$1-S\approx\frac6{\lambda^2}\qquad(S\to1).$$

At $S=0.9$ this gives $\lambda\approx7.7$, against the full value 7.11.

## (e) Where the solute comes from

**Show that the solute missing from the whole matrix equals the excess in the sphere.**

The balance in (a) was local, so this is a check on the factors. The missing amount is $4\pi\int_R^\infty(c_\infty-c)r^2dr$, and the sphere's excess over the original matrix is $(4\pi/3)R^3(c_p-c_\infty)$. Dividing both by $4\pi(Dt)^{3/2}(c_p-c_i)$, and using $(c_p-c_\infty)/(c_p-c_i)=1-S$, turns the claim into

$$\frac{S}{F(\lambda)}\int_\lambda^\infty F(\eta)\,\eta^2d\eta=(1-S)\frac{\lambda^3}{3}.$$

Integrate by parts with $F'=-e^{-\eta^2/4}/\eta^2$. The upper boundary term vanishes because $F<e^{-\eta^2/4}/\eta$:

$$\int_\lambda^\infty F\eta^2d\eta=-\frac{\lambda^3}{3}F(\lambda)+\frac13\int_\lambda^\infty\eta\,e^{-\eta^2/4}d\eta
=-\frac{\lambda^3}{3}F(\lambda)+\frac23e^{-\lambda^2/4}.$$

Part (d) gives $e^{-\lambda^2/4}/F(\lambda)=\lambda^3/(2S)$. The left side of the claim is therefore $S[-\lambda^3/3+\lambda^3/(3S)]=(1-S)\lambda^3/3$, as required.

## (f) Small supersaturation

**Find the leading growth law for $S\to0$, explain it physically, and find its first two corrections.**

For small $x$, $e^{x^2}\mathrm{erfc}(x)=1-2x/\sqrt\pi+O(x^2)$. With $x=\lambda/2$ the equation for $\lambda$ becomes

$$\frac{2S}{\lambda^2}=1-\frac{\sqrt\pi}{2}\lambda+\frac{\lambda^2}{2}+O(\lambda^3).$$

To leading order $\lambda^2=2S$, and hence

$$R^2=2DSt.$$

The same law follows from a steady field. If $\partial c/\partial t$ is dropped, $r^2\partial_rc$ is constant and $c=c_\infty-(c_\infty-c_i)R/r$. Its gradient at the interface is $(c_\infty-c_i)/R$, so the interface balance reads $R\,dR/dt=DS$, which integrates to the law above. Dropping the time derivative is reasonable near the sphere because diffusion over a distance $R$ takes about $R^2/D$, while the radius changes on the scale $R/(dR/dt)=2t$. The ratio of these times is $\lambda^2/2\approx S$.

For the corrections, invert the series using $1/(1-a+b)=1+a+a^2-b+\dots$, with $a=\sqrt\pi\lambda/2$ and $b=\lambda^2/2$:

$$\lambda^2=2S\left[1+\frac{\sqrt\pi}{2}\lambda+\left(\frac\pi4-\frac12\right)\lambda^2+\dots\right].$$

The square root of the first two terms gives $\lambda=\sqrt{2S}+(\sqrt\pi/2)S+\dots$. The linear term in the bracket is then $\sqrt{\pi S/2}+\pi S/4$, and the quadratic one is $(\pi/2-1)S$. Together,

$$\lambda^2=2S\left[1+\sqrt{\frac{\pi S}{2}}+\left(\frac{3\pi}{4}-1\right)S+\dots\right].$$

The first correction is of order $\sqrt S$, not $S$. Its origin is the far field. For small $\eta$, $F\approx1/\eta-\sqrt\pi/2$: the first term is the steady field, and the constant arises because the depleted zone reaches out only to distances of order $\sqrt{Dt}$. The sphere occupies a fraction $R/\sqrt{Dt}=\lambda\approx\sqrt{2S}$ of that range. The condition for the simple law is therefore $\sqrt{\pi S/2}\ll1$, which is stricter than $S\ll1$.

The simple law errs in a known direction. The term subtracted in the bracket of (d) is positive, so $\lambda^2>2S$ for every $S$ between 0 and 1, and $R^2=2DSt$ underestimates the radius. The ratio $\lambda^2/(2S)$ is the true $R^2$ divided by that of the simple law:

| $S$ | $\lambda$ | $\lambda^2/(2S)$ |
|---|---|---|
| 0.0001 | 0.0142 | 1.013 |
| 0.001 | 0.0456 | 1.041 |
| 0.01 | 0.151 | 1.140 |
| 0.1 | 0.565 | 1.598 |
| 0.5 | 2.076 | 4.310 |

The simple $R^2$ lies 1% below the true one at $S=6.4\times10^{-5}$, and 10% below it at $S=6.55\times10^{-3}$.

## (g) A precipitate in nickel

**Aluminium-rich ordered precipitates grow in an fcc nickel matrix at 1000 K. Take $D=2\ \mathrm{nm^2/s}$ and aluminium atomic fractions 0.12 at the interface, 0.13 far away and 0.23 in the precipitate. Find the radius after one hour.**

These are rough, round inputs. With equal molar volumes, atomic fractions may replace concentrations:

$$S=\frac{0.13-0.12}{0.23-0.12}=0.0909.$$

The root of the equation in (d) is $\lambda=0.5320$. The diffusion length is $\sqrt{2\times3600}=84.85$ nm, so

$$R=0.5320\times84.85\ \mathrm{nm}=45.1\ \mathrm{nm}.$$

The growth rate at that moment is $R/(2t)=22.6$ nm/h, half the average rate over the hour.

The simple law gives $\sqrt{2\times0.0909}\times84.85=36.2$ nm, which is 20% below the full radius. The correction terms are $0.378$ and $0.123$. With the first, the radius is $36.18\sqrt{1.378}=42.5$ nm; with both, it is 44.3 nm. A supersaturation of 9% is thus not small for this purpose.

The field shows the same thing. At $r=2R$ the concentration has recovered 73% of the way from $c_i$ to $c_\infty$, while the steady field would give 50%. The true profile is steeper near the sphere. By the interface balance, its gradient at the surface exceeds the steady one at the same $R$ by the factor $R(dR/dt)/(DS)=\lambda^2/(2S)=1.56$.

## (h) A finite nucleus and the neglected effects

**A real nucleus starts with a finite radius. Does the solution still describe its growth? How far do surface tension, neighbours, strain and an error in temperature move the result of (g)?**

**Finite start.** Let the seed radius be $R_0$, and use $y=r/R(t)$, $d\tau=D\,dt/R^2$ and $u=(c-c_i)/(c_\infty-c_i)$. At fixed $y$ the point moves outward with speed $y\,dR/dt$, which adds a term to the diffusion equation:

$$\frac{\partial u}{\partial\tau}=\frac{\partial^2u}{\partial y^2}+\frac2y\frac{\partial u}{\partial y}+p\,y\frac{\partial u}{\partial y},\qquad p=\frac{R}{D}\frac{dR}{dt}=S\left.\frac{\partial u}{\partial y}\right|_{y=1}.$$

The similarity solution is the stationary state, with $p=\lambda^2/2$. This problem was integrated numerically from the profile $u=1-e^{-3(y-1)}$, which is not the similarity profile. For $S=0.0909$, $R^2/(Dt)$ was 1.3% above $\lambda^2$ when $R=10R_0$, and it settled at 0.2831, equal to $\lambda^2$ to the digits given. For $S=0.5$ the excess at $R=10R_0$ was 0.3%, and the late value was 4.3096 against 4.3099. In these two cases the seed is forgotten, and the solution describes the later growth.

**Surface tension.** An interface energy $\sigma$ puts the sphere under an extra pressure $2\sigma/R$, which raises its molar free energy by $2\sigma V_m/R$. Growth needs this to be less than the driving force $\Delta G$, the free energy gained when one mole of precipitate forms from the matrix. For an ideal solution the chemical potentials vary as $R_gT\ln x$, with $R_g$ the gas constant, so

$$\Delta G=R_gT\left[0.23\ln\frac{0.13}{0.12}+0.77\ln\frac{0.87}{0.88}\right]=79.9\ \mathrm{J/mol}.$$

With rough values $\sigma=0.02\ \mathrm{J/m^2}$ and $V_m=7\ \mathrm{cm^3/mol}$, the critical radius is $R^*=2\sigma V_m/\Delta G=3.5$ nm.

To first order the interface concentration rises in proportion to $1/R$ and reaches $c_\infty$ at $R^*$. This suggests the estimate

$$R\frac{dR}{dt}=K\left(1-\frac{R^*}{R}\right),\qquad K=\frac{\lambda^2D}{2},$$

where $K$ is chosen to recover the solution of (d) for $R^*\to0$. Since $R^2/(R-R^*)=R+R^*+R^{*2}/(R-R^*)$, integration gives

$$Kt=\left[\frac{R^2}{2}+R^*R+R^{*2}\ln(R-R^*)\right]_{1.1R^*}^{R}.$$

The start at $1.1R^*$ leaves out the time for nucleation. After one hour $R=41.0$ nm, which is 9% below the value in (g). The fixed $K$ makes this slightly too mild: the full moving-boundary problem with the same $1/R$ rise of the interface concentration gives 40.2 nm (11% below) if $c_p-c_i$ is held constant, and 40.7 nm (10% below) if $c_p$ is held constant.

**Neighbours.** Take $N=10^{19}$ particles per cubic metre, a mean spacing of 464 nm. Growth ends when the matrix has fallen to $c_i$. If the precipitates then fill a volume fraction $f$, solute balance gives $f(c_p-c_i)=c_\infty-c_i$, or $f=S$. The final radius follows from $\tfrac{4\pi}{3}NR_f^3=S$ and is $R_f=129.5$ nm. After one hour $(45.1/129.5)^3=4.2\%$ of the available solute has been used, so the isolated sphere is still a fair model.

**Strain.** Let the free precipitate be larger than its hole by a linear misfit $\delta$, with both phases isotropic and of equal shear modulus $G$, bulk modulus $B$ and Poisson ratio $\nu$. The interface settles at a strain $e$ with pressure $P=3B(\delta-e)=4Ge$; the second form comes from the outer displacement, which falls as $1/r^2$. The energy per precipitate volume is $\tfrac32P(\delta-e)$ inside plus $\tfrac32Pe$ outside. Eliminating $e$, and using $B=2G(1+\nu)/[3(1-2\nu)]$,

$$\frac32P\delta=\frac{18BG}{3B+4G}\,\delta^2=2G\,\frac{1+\nu}{1-\nu}\,\delta^2.$$

For $\delta=0.001$, $G=60$ GPa and $\nu=0.3$, multiplying by $V_m$ gives 1.6 J/mol, or 2% of the driving force. It grows as $\delta^2$, so a misfit of 0.005 would take about half the driving force.

**Temperature.** With $D\propto e^{-Q/R_gT}$ and a rough $Q=270$ kJ/mol, a matrix 10 K hotter has a $D$ larger by 38%. At fixed compositions $R$ then rises by 17%. The equilibrium composition shifts as well, which this figure omits. The shift can matter, because $S$ rests on a small difference: raising the interface fraction from 0.120 to 0.121 alone lowers $R$ by 6%.

**The real case.** The compositions are rough values for binary nickel-aluminium, while the misfit of 0.001 is closer to that of alloys with chromium, whose precipitates stay nearly spherical to larger sizes. The example therefore represents no single alloy. Alloys with chromium have several diffusing solutes, and the single $D$ ignores their coupling; its effect is not sized here. The ideal-solution driving force is also several times too small, since nickel and aluminium attract each other strongly. Adding a mixing energy $\Omega x(1-x)$ per mole, with a rough $\Omega=-150$ kJ/mol, raises it from 80 to about 400 J/mol. The critical radius then falls to about 0.7 nm, surface tension lowers the radius after one hour by only about 2%, and the strain energy takes a share of the driving force about five times smaller than stated above.

The same attraction affects diffusion. The $D$ in this problem is the chemical diffusivity, which describes the flux down a concentration gradient. In Darken's approximation, and if both elements have the same tracer diffusivity, it equals that tracer value times the thermodynamic factor $1-2\Omega x(1-x)/(R_gT)$, which is about 5 here. If the 2 nm²/s were a tracer value, the radius in (g) would be too small by a factor of about 2.2.

The spherical shape has a limit too. For an isotropic interface energy and a quasi-steady field, the amplitude of a small ellipsoidal distortion starts to grow above $7R^*$, but it never grows faster than the radius, so the shape does not move away from a sphere. A distortion first grows relative to the radius above $21R^*$, in the harmonic of order three. This is 74 nm with the ideal driving force and 15 nm with the larger one. In the first case the 45 nm sphere is stable in shape; in the second, distortions of order three to six grow relative to the radius by at most about a factor of two before 45 nm is reached. These thresholds are rough here, since the field at $S=0.09$ is not quasi-steady and elastic anisotropy is left out. The assumption of isolation can also fail. Age-hardened alloys can hold far more particles than assumed here. At $N=10^{22}\ \mathrm{m^{-3}}$ and the same $S$, $R_f$ falls tenfold to 13 nm, and growth from the matrix would stop long before the 45 nm found in (g). The numerical output below lists the inputs of (g) and of the first estimates in (h); it doesn't include the mixing energy or the higher particle density.

## Numbers as computed

```
Temperature: 1000 K
Diffusivity D: 2.00 nm^2/s
Al fraction, interface: 0.120
Al fraction, far matrix: 0.130
Al fraction, precipitate: 0.230
Time: 3600 s
Supersaturation S: 0.09091
Growth constant lambda: 0.53204
lambda^2: 0.28306;  2S: 0.18182
Diffusion length sqrt(Dt): 84.85 nm
Radius, exact: 45.14 nm
Radius, R^2=2DSt: 36.18 nm
Radius, one correction: 42.47 nm
Radius, two corrections: 44.33 nm
Correction terms: 0.3779, 0.1233
Exact/simple ratio of R^2: 1.5569
Growth rate dR/dt: 22.57 nm/h
(c-c_i)/(c_inf-c_i) at 2R: 0.7264 (steady field 0.5)
Al fraction at 2R: 0.12726
S, lambda, lambda^2/(2S):
  0.0001  0.01423  1.0127
  0.0010  0.04563  1.0410
  0.0100  0.15103  1.1405
  0.1000  0.56526  1.5976
  0.5000  2.07603  4.3099
  0.9000  7.11311  28.1091
S where 2DSt is 1% below R^2: 6.38e-05
S where 2DSt is 10% below R^2: 6.55e-03
Seed run S=0.0909: R^2/(Dt) late 0.28306, exact 0.28306
  R^2/(Dt) over exact at R=10 R0: 1.0128
Seed run S=0.5000: R^2/(Dt) late 4.30964, exact 4.30992
  R^2/(Dt) over exact at R=10 R0: 1.0032
Interface energy: 0.020 J/m^2
Molar volume: 7.0 cm^3/mol
Driving force, ideal solution: 79.90 J/mol
Critical radius: 3.50 nm
Start of capillary estimate: 3.85 nm
Radius with capillarity: 40.96 nm (-9.3%)
Particle density: 1.0e+19 m^-3
Mean particle spacing: 464 nm
Final radius when solute is used up: 129.5 nm
Supersaturation used by 1 h: 4.2%
Misfit 0.0010, shear modulus 60 GPa, Poisson ratio 0.30
Strain energy: 1.56 J/mol (2.0% of driving force)
Activation energy of D: 270 kJ/mol
10 K hotter: D +37.9%, R +17.4%
```
